# Trapped Charge in an Exponential Band Tail as a Hypergeometric Function

## 1. Definitions and conventions

A disordered semiconductor has localized states below its conduction-band edge $E_c$. Let their density per unit volume and energy be

$$g(E)=g_t\,e^{(E-E_c)/E_t}\quad(E\le E_c),\qquad g(E)=0\quad(E>E_c), \tag{1}$$

where $E_t$ is the tail energy. The tail is semi-infinite: it continues to $E\to-\infty$, which Section 6 corrects for a finite gap. The states are acceptor-like, neutral when empty and charged $-e$ when filled, and they are in equilibrium with a Fermi level $E_F$ at temperature $T$. The trapped density is

$$n_t=\int_{-\infty}^{E_c}\frac{g(E)\,dE}{1+e^{(E-E_F)/kT}} . \tag{2}$$

Three parameters suffice:

$$N_t=\int_{-\infty}^{E_c}g\,dE=g_tE_t,\qquad \theta=\frac{kT}{E_t},\qquad \eta=\frac{E_F-E_c}{kT}. \tag{3}$$

We also write $z=e^{-\eta}$ and $f=1/(1+z)$; $f$ is the occupation of a state at the band edge.

## 2. The closed form

Take as variable $s=e^{(E-E_c)/E_t}$, the fraction of tail states lying below $E$. It runs from 0 to 1, and $g\,dE=g_tE_t\,ds=N_t\,ds$. Since $E-E_c=E_t\ln s$,

$$\frac{E-E_F}{kT}=\frac{E-E_c}{kT}-\eta=\frac{\ln s}{\theta}-\eta ,$$

and the exponential in (2) is $z\,s^{1/\theta}$. Hence

$$n_t=N_tF(\eta,\theta),\qquad F=\int_0^1\frac{ds}{1+z\,s^{1/\theta}} . \tag{4}$$

For $z<1$ the geometric series of the integrand converges uniformly on $[0,1]$ and may be integrated term by term. With $\int_0^1s^{n/\theta}ds=\theta/(n+\theta)$,

$$F=\sum_{n=0}^{\infty}\frac{\theta}{n+\theta}(-z)^n . \tag{5}$$

The Gauss series is ${}_2F_1(a,b;c;x)=\sum_n (a)_n(b)_n x^n/[(c)_n n!]$, with $(a)_n=a(a+1)\cdots(a+n-1)$. For $a=1$, $b=\theta$, $c=1+\theta$ we have $(1)_n=n!$ and $(\theta)_n/(1+\theta)_n=\theta/(\theta+n)$. Thus (5) is

$$n_t=N_t\;{}_2F_1\!\left(1,\theta;1+\theta;-e^{-\eta}\right). \tag{6}$$

A Fermi level below the band edge has $z>1$, where (5) diverges. The result survives. The denominator in (4) can vanish only for real $z\le-1$, so the integral is analytic in the $z$ plane cut along that line. The hypergeometric function of $-z$ is analytic in the same cut plane. The two agree for $|z|<1$ and therefore throughout it. Equation (6) holds for all real $\eta$ and all $\theta>0$, with ${}_2F_1$ understood as the continued function.

## 3. The derivative and a series of positive terms

A Newton solution of Poisson's equation needs $\partial n_t/\partial E_F$. Differentiating (4),

$$z\frac{\partial F}{\partial z}=-\int_0^1\frac{z\,s^{1/\theta}}{(1+z s^{1/\theta})^2}\,ds
=\theta\int_0^1 s\,\frac{d}{ds}\!\left[\frac{1}{1+z s^{1/\theta}}\right]ds .$$

Integration by parts gives $\theta[1/(1+z)-F]$. Because $\partial/\partial\eta=-z\,\partial/\partial z$,

$$\frac{\partial F}{\partial\eta}=\theta\,(F-f),\qquad
\frac{\partial n_t}{\partial E_F}=\frac{N_t}{kT}\,\theta(F-f)=g_t(F-f). \tag{7}$$

Once $F$ is known, the derivative costs no further special function, except at large positive $\eta$, where the subtraction loses digits and equation (9) below is needed.

Equation (7) also yields a series usable when (5) diverges. Set $w=1-f=z/(1+z)$ and $F=f\,G(w)$. From $df/d\eta=fw$ and $dw/d\eta=-w(1-w)$, equation (7) becomes

$$wG-w(1-w)G'=\theta(G-1).$$

Since $F$ is analytic at $z=0$, $G$ has a power series $\sum g_nw^n$. The constant terms give $g_0=1$. The coefficient of $w^n$ gives $g_{n-1}-ng_n+(n-1)g_{n-1}=\theta g_n$, or $(n+\theta)g_n=n\,g_{n-1}$. Therefore

$$F=f\sum_{n=0}^{\infty}\frac{n!}{(1+\theta)_n}(1-f)^n=f\;{}_2F_1(1,1;1+\theta;1-f). \tag{8}$$

All terms are positive, so nothing cancels, and the series converges for every finite $\eta$. It becomes slow when $f\to0$, because the ratio of successive terms then approaches a number close to 1.

At large positive $\eta$ both $F$ and $f$ tend to 1, and the difference in (7) is lost to rounding. Removing the $n=0$ term of (8) analytically, and using $(1+\theta)_{k+1}=(1+\theta)(2+\theta)_k$, gives

$$\frac{\partial F}{\partial\eta}=\frac{\theta f(1-f)}{1+\theta}\;{}_2F_1(1,2;2+\theta;1-f). \tag{9}$$

For $\theta=0.646$ and $\eta=38$, form (7) in double precision returns zero, a relative error of 1, while (9) agrees with quadrature to about $10^{-14}$, provided $1-f$ is computed as $1/(1+e^\eta)$ and not by subtraction. At 300 K this is a Fermi level nearly 1 eV above the edge. It is no realistic bias point, but an overshooting Newton iterate could land there.

## 4. Fermi level below the band edge

For $\eta<0$ expand $f=e^\eta/(1+e^\eta)=-\sum_{k\ge1}(-1)^ke^{k\eta}$. Equation (7) then reads

$$\frac{\partial F}{\partial\eta}-\theta F=\theta\sum_{k\ge1}(-1)^ke^{k\eta}.$$

A trial term $a_ke^{k\eta}$ requires $(k-\theta)a_k=\theta(-1)^k$, and the homogeneous solution is $Ce^{\theta\eta}$. To find $C$, put $s=(y/z)^\theta$ in (4):

$$F=e^{\theta\eta}\,\theta\int_0^{z}\frac{y^{\theta-1}}{1+y}\,dy .$$

For $0<\theta<1$ the limit $z\to\infty$ exists, the terms $a_ke^{k\eta}$ are then negligible beside $e^{\theta\eta}$, and the standard integral $\int_0^\infty y^{\theta-1}dy/(1+y)=\pi/\sin\pi\theta$ gives $C=\pi\theta/\sin\pi\theta$. Hence

$$F=\frac{\pi\theta}{\sin\pi\theta}\,e^{\theta\eta}+\theta\sum_{k=1}^{\infty}\frac{(-1)^k}{k-\theta}\,e^{k\eta}\qquad(\eta<0). \tag{10}$$

This extends to every non-integer $\theta>0$. With $t=s^{1/\theta}$, equation (4) is $F=\theta\int_0^1t^{\theta-1}dt/(1+zt)$, which is analytic in $\theta$ for positive real part. Both sides of (10) are thus analytic in $\theta$ away from the integers, and they agree on $0<\theta<1$.

At an integer, two terms of (10) diverge and their sum stays finite. Let $\theta=m+\delta$, so that $\sin\pi\theta=(-1)^m\sin\pi\delta$ and $m-\theta=-\delta$. The first term and the term $k=m$ add to

$$(-1)^m\theta\,e^{m\eta}\left[\frac{\pi e^{\delta\eta}}{\sin\pi\delta}-\frac1\delta\right]
\;\longrightarrow\;(-1)^m m\,\eta\,e^{m\eta}\quad(\delta\to0), \tag{11}$$

because $\pi e^{\delta\eta}/\sin\pi\delta=\delta^{-1}+\eta+O(\delta)$. For $\theta=1$ the remaining terms, $k\ge2$, sum to $e^\eta\ln(1+e^\eta)$. Together with $-\eta e^\eta$ this is

$$F(\eta,1)=e^\eta\ln\!\left(1+e^{-\eta}\right).$$

In numerical work the bracket in (11) should be written as

$$\frac{\pi}{\sin\pi\delta}\left(e^{\delta\eta}-1\right)+\left[\frac{\pi}{\sin\pi\delta}-\frac1\delta\right],$$

with a library function for $e^x-1$ and, for small $\delta$, the expansion $\pi^2\delta/6+\dots$ of the second part. Used as it stands at $\theta=1+10^{-6}$ and $\eta=-4$, equation (10) has a relative error of $2.5\times10^{-5}$ in double precision. The size is understandable: a rounding error $u$ of a few $10^{-16}$ in $\sin\pi\theta\approx-\pi\delta$ changes the bracket by about $u/(\pi\delta^2)\sim10^{-4}$, while the bracket itself is close to $-4$.

A practical routine uses (8) for $\eta\ge-1$ and (10) with (11) for $\eta<-1$. Compared with quadrature of (2) at eight values of $\theta$ from 0.2 to 3.7, including 1, 2 and $1+10^{-6}$, and eight values of $\eta$ from $-30$ to 20, its largest relative difference was $9\times10^{-15}$.

## 5. Two regimes of a deep Fermi level

For $\eta\to-\infty$ the slowest-decaying exponential in (10) wins:

$$F\simeq\frac{\pi\theta}{\sin\pi\theta}\,e^{\theta\eta}\;(\theta<1),\qquad
F\simeq\frac{\theta}{\theta-1}\,e^{\eta}\;(\theta>1). \tag{12}$$

Above $E_F$ the integrand of (2) varies approximately as $\exp[E(1/E_t-1/kT)]$. If $kT<E_t$ it falls with rising energy, the trapped electrons follow $E_F$ (the integrand peaks at $E_F+kT\ln[\theta/(1-\theta)]$ and decays above the peak over an energy $kT/(1-\theta)$, so the distribution becomes broad and shifts upward as $\theta\to1$), and $n_t\propto e^{(E_F-E_c)/E_t}$. If $kT>E_t$ it rises towards the band edge, the electrons sit there, and $n_t\propto e^{(E_F-E_c)/kT}$, as for free carriers. At $kT=E_t$ the law is $-\eta e^\eta$.

For $\theta<1$ the first correction is smaller than the leading term by a factor of order $e^{(1-\theta)\eta}$. Near $\theta=1$ this decays slowly, and (12) is then poor at ordinary bias. As $T\to0$ the prefactor tends to 1 and $n_t=N_te^{(E_F-E_c)/E_t}$, the number of states below $E_F$.

## 6. Surface field and finite tail

Equation (7) can be written $F=\theta^{-1}\partial F/\partial\eta+f$. Since $F\to0$ for $\eta\to-\infty$ and $\int_{-\infty}^{\eta}f\,d\eta'=\ln(1+e^\eta)$,

$$\int_{-\infty}^{\eta}F\,d\eta'=\frac{F(\eta,\theta)}{\theta}+\ln(1+e^{\eta}). \tag{13}$$

Now let the electrostatic potential $\phi(x)$ bend the bands while $E_F$ stays constant, so that $d\eta/dx=(e/kT)\,d\phi/dx$. With permittivity $\varepsilon$, free density $n$ and no fixed charge, Poisson's equation is $\varepsilon\phi''=e(n_t+n)$. Multiply by $\phi'$ and integrate from an empty, field-free interior to the surface, where $\eta=\eta_s$:

$$\mathcal E_s^2=\frac{2kT}{\varepsilon}\left[N_t\!\left(\frac{F(\eta_s,\theta)}{\theta}+\ln(1+e^{\eta_s})\right)+N_c\mathcal F_{3/2}(\eta_s)\right]. \tag{14}$$

Here $n=N_c\mathcal F_{1/2}(\eta)$ for a parabolic band, and the normalized Fermi–Dirac integrals obey $d\mathcal F_{3/2}/d\eta=\mathcal F_{1/2}$.

If the tail ends at depth $D$ below $E_c$, the missing part is itself a semi-infinite tail with total density $N_te^{-D/E_t}$ and its edge at $E_c-D$. Thus

$$n_t^{(D)}=N_t\left[F(\eta,\theta)-e^{-D/E_t}F\!\left(\eta+\frac{D}{kT},\theta\right)\right]. \tag{15}$$

## 7. Worked example

Take rough values in the regime of amorphous In-Ga-Zn-O: $g_t=5\times10^{19}$ cm⁻³ eV⁻¹, $E_t=40$ meV, gap 3.1 eV, electron mass $0.34\,m_e$, relative permittivity 10 and $T=300$ K. Then $N_t=2.0\times10^{18}$ cm⁻³, $N_c=4.975\times10^{18}$ cm⁻³ and $\theta=0.02585/0.040=0.646$. For $E_F-E_c=-0.10$ eV, $\eta=-3.868$ and $z=47.85$. The first three terms of (10) give

$$F=2.2655\,e^{-2.5}-\frac{0.6463}{0.3537}\,\frac1{47.85}+\frac{0.6463}{1.3537}\,\frac1{47.85^2}
=0.1860-0.0382+0.0002=0.1480 .$$

Hence $n_t=2.96\times10^{17}$ cm⁻³, as quadrature of (2) also gives. The leading law alone gives $3.72\times10^{17}$ cm⁻³, 26% too high. The zero-temperature estimate, $1.64\times10^{17}$ cm⁻³, is 45% too low. The free density is $1.03\times10^{17}$ cm⁻³, or 26% of all electrons.

With $f=1/48.85=0.0205$, equation (7) gives $\partial n_t/\partial E_F=5\times10^{19}(0.1480-0.0205)=6.4\times10^{18}$ cm⁻³ eV⁻¹. Free carriers add $4.0\times10^{18}$ cm⁻³ eV⁻¹. The linear screening length $[\varepsilon/(e^2\,\partial(n_t+n)/\partial E_F)]^{1/2}$ is 7.3 nm, so a mesh near this surface needs steps well below that.

The trap part of the bracket in (14) is $2.0\times10^{18}(0.1480/0.6463+0.0207)=4.99\times10^{17}$ cm⁻³. With free carriers it is $6.03\times10^{17}$ cm⁻³, and the surface field is 0.0751 MV/cm. Direct integration of Poisson's equation, started without field at $\eta=-14$, gives a value 0.07% lower. That start omits about 0.14% of the bracket, and the square root halves the effect.

With the other parameters held fixed, the densities in cm⁻³ are:

| $E_F-E_c$ (eV) | $n_t$ | $n$ |
|---|---|---|
| −0.4 | $2.05\times10^{14}$ | $9.5\times10^{11}$ |
| −0.3 | $2.47\times10^{15}$ | $4.5\times10^{13}$ |
| −0.2 | $2.89\times10^{16}$ | $2.2\times10^{15}$ |
| −0.1 | $2.96\times10^{17}$ | $1.03\times10^{17}$ |
| 0.0 | $1.50\times10^{18}$ | $3.8\times10^{18}$ |

The first step multiplies $n_t$ by 12.1, close to the limiting $e^{0.1/0.04}=12.2$. The last multiplies it by only 5.1, because the tail is filling. Free electrons outnumber trapped ones at the band edge.

A 13 meV tail with the same $N_t$, and therefore a higher $g_t$, has $\theta=1.99$ and lies in the other regime. At $E_F-E_c=-0.10$ eV it holds $7.7\times10^{16}$ cm⁻³, and its law in (12) is 9% high.

## 8. What the model leaves out

At $E_F-E_c=-0.10$ eV the largest correction to $n_t$ among those estimated here concerns site occupation. Suppose $N_t$ counts sites, each able to hold one electron of either spin, while repulsion forbids a second. The occupation is then $[1+\tfrac12e^{(E-E_F)/kT}]^{-1}$, which is (6) with $\eta\to\eta+\ln2$. It raises $n_t$ by a factor 1.46 in the example. A tail density fitted with one convention must not be used with the other.

The other corrections to $n_t$ estimated here are smaller at this bias, but not at every bias. The finite gap removes a fraction of order $10^{-33}$ of $n_t$. An additional deep acceptor tail of $10^{16}$ cm⁻³ eV⁻¹ at the edge, with tail energy 0.30 eV, adds 0.7% at $E_F-E_c=-0.10$ eV. Because its density falls slowly as the Fermi level deepens, it adds more to the bracket of (14), about 4% for the empty interior assumed there, and so raises the surface field by 2% in that case. At $-0.4$ eV it holds $8.0\times10^{14}$ cm⁻³, four times the band-tail charge, so (6) alone is inadequate there. At fixed $E_F-E_c=-0.10$ eV, $n_t$ rises by 14% at 350 K and by 27% at 400 K; the crossover $kT=E_t$ lies at 464 K. Boltzmann statistics would overestimate the free density by 0.7%.

At the surface, a triangular well with the computed field has its lowest level 0.043 eV above the bottom, or $1.7\,kT$. This overestimates the level, since the real field weakens inward. In the band profile given by Poisson's equation, with a hard wall at the surface, the lowest level lies at 0.038 eV, or $1.5\,kT$, and the quantized free sheet density is about 28% below the classical one. The classical free density near the surface is therefore doubtful. Free carriers supply 17% of the bracket in (14). The potential drop across a localized state 1 nm wide is 7.5 meV, or $0.3\,kT$; a local treatment of the traps neglects this variation. A SiO₂ gate insulator without interface charge would carry 0.19 MV/cm, far below its rough breakdown field of 10 MV/cm.

Real In-Ga-Zn-O films differ in composition and processing, and the tail parameters above are rough inputs, not properties of a particular film. Thin films, often a few tens of nanometres thick, also break the assumption of an empty interior. If the field vanishes at a back surface where $E_F-E_c=-0.2$ eV, the bracket of (14) evaluated there, about $4.8\times10^{16}$ cm⁻³, must be subtracted. This lowers the surface field by 4% and corresponds to a film about 48 nm thick. At the same surface Fermi level, thinner films with a field-free back surface deviate much more: the field is lower by about 8.5% at 30 nm, 15% at 20 nm and 34% at 10 nm. Ionized donors would add fixed charge to Poisson's equation, and traps too slow to follow a voltage sweep would invalidate (2) itself. The numerical output below lists most of the values used here.

## Calculated quantities

```
Rough parameters, amorphous In-Ga-Zn-O regime
T = 300 K, kT = 0.02585 eV
g_t = 5.00e+19 cm^-3 eV^-1, E_t = 0.040 eV
gap = 3.1 eV, mass = 0.34 m_e
relative permittivity = 10.0
N_t = 2.000e+18 cm^-3, N_c = 4.975e+18 cm^-3
E_F - Ec = -0.10 eV
theta = 0.64630, eta = -3.86817
argument -exp(-eta) = -47.8549
F = 0.147988
n_t closed form = 2.95976e+17 cm^-3
n_t quadrature = 2.95976e+17 cm^-3
n_free = 1.0320e+17 cm^-3
free share of electrons = 0.2585
zero-temperature step estimate = 1.6417e+17 cm^-3
prefactor pi theta/sin(pi theta) = 2.2655
leading deep law = 3.7193e+17 cm^-3
dn_t/dE_F = 6.3760e+18 cm^-3 eV^-1
dn_free/dE_F = 3.9629e+18 cm^-3 eV^-1
screening length = 7.311 nm
trap first integral = 4.9932e+17 cm^-3
total first integral = 6.0289e+17 cm^-3
surface field, formula = 0.07510 MV/cm
surface field, Poisson run = 0.07505 MV/cm
E_F-Ec (eV), n_t, n_free, deep acceptors (cm^-3):
  -0.4  2.050e+14  9.486e+11  8.004e+14
  -0.3  2.473e+15  4.540e+13  1.117e+15
  -0.2  2.893e+16  2.172e+15  1.559e+15
  -0.1  2.960e+17  1.032e+17  2.170e+15
  0.0  1.503e+18  3.807e+18  2.837e+15
13 meV tail, same N_t: theta = 1.9886
  n_t = 7.7130e+16 cm^-3
  leading law = 8.4067e+16 cm^-3
Numerics
largest rel. error, closed form = 8.7e-15
largest rel. error, stable code = 8.7e-15
theta-1=1e-6, eta=-4: naive rel. error = 2.5e-05
  stable rel. error = 0.0e+00
eta = 38: naive derivative rel. error = 1.0e+00
  stable derivative rel. error = 7.8e-15
Neglected effects at E_F - Ec = -0.10 eV
share of n_t from below the gap = 1.49e-33
site degeneracy 2: n_t factor = 1.4563
deep acceptors: 1e+16 cm^-3 eV^-1, 0.30 eV
  deep/tail density = 0.0073
Boltzmann excess in n_free = 0.736 %
n_t at 350 K, same E_F = 3.3599e+17 cm^-3
n_t at 400 K, same E_F = 3.7544e+17 cm^-3
crossover temperature E_t/k = 464.2 K
triangular-well ground level = 0.0432 eV
potential drop over 1 nm = 0.00751 eV
SiO2 gate field = 0.1926 MV/cm (breakdown roughly 10)
```
